# Dangling-bond passivation in hydrogen with a Gaussian spread of activation energies: verification in Python

```python
"""Passivation of dangling bonds by H2 with a Gaussian spread of barriers.

Result under test: averaging exp(-k(E) t), k(E) = k0 c exp(-E/kT), over a
Gaussian of mean E0 and standard deviation sigma gives a nonexponential
surviving fraction S(t). The variance of ln(passivation time) is
pi^2/6 + (sigma/kT)^2. Further tests cover the apparent rate, its activation
energy, the surviving sites, a Lambert-W formula and a spread of prefactors.
Symbols: c = dissolved H2 concentration, kbar = k(E0), s = sigma/kT,
tau = kbar*t, W = principal Lambert function. Energies are in eV.
"""
import numpy as np
from scipy.constants import k as k_joule, e as charge
from scipy.integrate import simpson, solve_ivp
from scipy.optimize import brentq, minimize_scalar
from scipy.special import lambertw, ndtri, zeta

KB = k_joule / charge
E0, SIGMA = 1.5, 0.05
K0, CONC = 1e-9, 1e18
TEMPS = np.array([550.0, 600.0, 650.0])
T_REF = 600.0


def rate(energy, temp):
    return K0 * CONC * np.exp(-energy / (KB * temp))


def gaussian_sites(width):
    z = np.linspace(-10, 10, 1201)
    weights = np.exp(-z**2 / 2)
    return E0 + width * z, weights / weights.sum()


def survival(times, temp, sites):
    energies, weights = sites
    return np.exp(-np.multiply.outer(times, rate(energies, temp))) @ weights


def passivated(times, temp, sites):
    energies, weights = sites
    return -np.expm1(-np.multiply.outer(times, rate(energies, temp))) @ weights


def apparent_rate(time, temp, sites):
    """Mean and variance of the rate over the surviving sites."""
    energies, weights = sites
    k = rate(energies, temp)
    alive = weights * np.exp(-k * time)
    alive = alive / alive.sum()
    mean = alive @ k
    return mean, alive @ (k - mean)**2


def log_time_cumulants(temp, sites):
    """First three cumulants of ln(t / 1 s), from the survival curve alone."""
    origin = -np.log(rate(E0, temp))
    up = np.linspace(0, 25, 2001)
    down = np.linspace(-45, 0, 3601)
    s_up = survival(np.exp(origin + up), temp, sites)
    f_down = passivated(np.exp(origin + down), temp, sites)
    m = [n * (simpson(up**(n - 1) * s_up, x=up)
              - simpson(down**(n - 1) * f_down, x=down)) for n in (1, 2, 3)]
    return np.array([origin + m[0], m[1] - m[0]**2,
                     m[2] - 3 * m[1] * m[0] + 2 * m[0]**3])


def time_at(fraction_left, temp, sites):
    origin = -np.log(rate(E0, temp))
    root = brentq(lambda u: survival(np.exp(origin + u), temp, sites)
                  - fraction_left, -15, 15, xtol=1e-12)
    return np.exp(origin + root)


def lambert_survival(tau, s):
    w = lambertw(s**2 * tau).real
    return np.exp(-(w**2 + 2 * w) / (2 * s**2)) / np.sqrt(1 + w)


sites = gaussian_sites(SIGMA)
kbar = rate(E0, T_REF)
kt = KB * T_REF
s_ref = SIGMA / kt

# Explicit population of sites, integrated as rate equations.
n_sites = 2000
population = E0 + SIGMA * ndtri((np.arange(n_sites) + 0.5) / n_sites)
k_scaled = rate(population, T_REF) / kbar
tau_check = np.array([0.1, 0.5, 1.0, 2.0, 5.0])
ode = solve_ivp(lambda tau, n: -k_scaled * n, (0, 5), np.ones(n_sites),
                method="DOP853", t_eval=tau_check, rtol=1e-8, atol=1e-10)
assert ode.success
ode_error = np.max(np.abs(ode.y.mean(axis=0)
                          - survival(tau_check / kbar, T_REF, sites)))
assert ode_error < 5e-4  # finite number of sites

# Apparent rate and its decrease, from finite differences of ln S.
step = 1e-3
for tau in (0.3, 1.0, 4.0):
    logs = np.log(survival((tau + step * np.array([-1, 0, 1])) / kbar,
                           T_REF, sites))
    h_numeric = -(logs[2] - logs[0]) / (2 * step)
    slope_numeric = -(logs[2] - 2 * logs[1] + logs[0]) / step**2
    h_mean, h_var = apparent_rate(tau / kbar, T_REF, sites)
    assert abs(h_numeric / (h_mean / kbar) - 1) < 1e-4
    assert abs(slope_numeric / (-h_var / kbar**2) - 1) < 1e-3
    assert slope_numeric < 0


# Initial rate and its apparent activation energy.
def initial_rate(beta):
    temp = 1 / (KB * beta)
    short = 1e-7 / rate(E0, temp)
    return passivated(short, temp, sites) / short


beta_ref = 1 / kt
h_start = initial_rate(beta_ref)
assert abs(h_start / (kbar * np.exp(s_ref**2 / 2)) - 1) < 1e-5
db = 1e-3 * beta_ref
e_initial = -(np.log(initial_rate(beta_ref + db))
              - np.log(initial_rate(beta_ref - db))) / (2 * db)
assert abs(e_initial - (E0 - SIGMA**2 / kt)) < 1e-5

# Cumulants of the logarithmic passivation time.
cumulants = np.array([log_time_cumulants(T, sites) for T in TEMPS])
for T, c in zip(TEMPS, cumulants):
    b = 1 / (KB * T)
    assert abs(c[0] - (b * E0 - np.log(K0 * CONC) - np.euler_gamma)) < 1e-6
    assert abs(c[1] - (np.pi**2 / 6 + (b * SIGMA)**2)) < 1e-6
    assert abs(c[2] + 2 * zeta(3)) < 1e-5
betas = 1 / (KB * TEMPS)
e_recovered = np.polyfit(betas, cumulants[:, 0], 1)[0]
var_slope, var_intercept = np.polyfit(betas**2, cumulants[:, 1], 1)
sigma_recovered = np.sqrt(var_slope)
assert abs(e_recovered - E0) < 1e-6
assert abs(sigma_recovered - SIGMA) < 1e-5
assert abs(var_intercept - np.pi**2 / 6) < 1e-4

# A skewed distribution must change the third cumulant.
gap, upper = 0.15, 0.2
two_level = (np.array([E0, E0 + gap]), np.array([1 - upper, upper]))
skewed = log_time_cumulants(T_REF, two_level)
skew_energy = two_level[1] @ (two_level[0] - two_level[1] @ two_level[0])**3
assert abs(skewed[2] - (-2 * zeta(3) + skew_energy / kt**3)) < 1e-5
assert abs(skewed[2] + 2 * zeta(3)) > 1

# Most probable energy of surviving sites, by direct maximization.
for tau in (0.2, 1.0, 10.0, 100.0):
    best = minimize_scalar(
        lambda x: x**2 / 2 + tau * rate(E0 + SIGMA * x, T_REF) / kbar,
        bounds=(-2, 9), method="bounded", options={"xatol": 1e-10})
    peak = E0 + kt * lambertw(s_ref**2 * tau).real
    assert abs(E0 + SIGMA * best.x - peak) < 1e-6

# Lambert formula: total error, then the first correction at small width.
tau_grid = np.logspace(-3, 3, 121)
lambert_error = np.max(np.abs(lambert_survival(tau_grid, s_ref)
                              / survival(tau_grid / kbar, T_REF, sites) - 1))
assert lambert_error < 0.02
s_small = 0.2
narrow = gaussian_sites(s_small * kt)
for w in (0.3, 0.8):
    tau = w * np.exp(w) / s_small**2
    ratio = survival(tau / kbar, T_REF, narrow) / lambert_survival(tau, s_small)
    predicted = w * (2 * w - 3) / (24 * (1 + w)**3)
    assert abs((ratio - 1) / s_small**2 - predicted) < 2e-3  # next order in s^2

# Correlated spreads of ln k0 and E, averaged in two dimensions.
a_log, rho = 0.7, 0.4
z = np.linspace(-8, 8, 161)
z1, z2 = np.meshgrid(z, z, indexing="ij")
w2 = np.exp(-(z1**2 + z2**2) / 2)
w2 /= w2.sum()
e_dev = SIGMA * (rho * z1 + np.sqrt(1 - rho**2) * z2)
for T in TEMPS:
    b = 1 / (KB * T)
    s_eff = np.sqrt(a_log**2 - 2 * b * rho * a_log * SIGMA + (b * SIGMA)**2)
    for tau in (0.3, 1.0, 5.0):
        double = np.sum(w2 * np.exp(-tau * np.exp(a_log * z1 - b * e_dev)))
        single = survival(tau / rate(E0, T), T, gaussian_sites(s_eff / b))
        assert abs(double - single) < 1e-8

# Pure prefactor spread matched at the reference temperature, used at 550 K.
T_LOW = TEMPS[0]
prefactor_like = gaussian_sites(s_ref * KB * T_LOW)
t_grid = np.logspace(-3, 3, 601) / rate(E0, T_LOW)
model_gap = np.max(np.abs(survival(t_grid, T_LOW, sites)
                          - survival(t_grid, T_LOW, prefactor_like)))
assert model_gap > 1e-3

# Worked example.
print(f"mean barrier E0 = {E0:.2f} eV, spread sigma = {SIGMA:.3f} eV")
print(f"k0 = {K0:.1e} cm^3/s, H2 concentration = {CONC:.1e} cm^-3")
print(f"k0*c = {K0 * CONC:.3e} 1/s")
for T, c in zip(TEMPS, cumulants):
    t50, t90 = time_at(0.5, T, sites), time_at(0.1, T, sites)
    print(f"T = {T:.0f} K: kT = {KB * T:.5f} eV, s = {SIGMA / (KB * T):.4f}, "
          f"kbar = {rate(E0, T):.4e} 1/s")
    print(f"  t50 = {t50:.4e} s, t90 = {t90:.4e} s, t90/t50 = {t90 / t50:.3f}")
    print(f"  ln(t/1 s): mean {c[0]:.4f}, variance {c[1]:.4f}, "
          f"third cumulant {c[2]:.4f}")
print(f"exponential decay: t90/t50 = {np.log(10) / np.log(2):.3f}")
print(f"pi^2/6 = {np.pi**2 / 6:.4f}, -2 zeta(3) = {-2 * zeta(3):.4f}")
print(f"recovered E0 = {e_recovered:.5f} eV, sigma = {sigma_recovered:.5f} eV")
print(f"recovered variance intercept = {var_intercept:.4f}")
print(f"initial rate at 600 K = {h_start:.4e} 1/s, "
      f"ratio to kbar = {h_start / kbar:.4f}")
print(f"activation energy of initial rate at 600 K = {e_initial:.4f} eV")
t_half = time_at(0.5, T_REF, sites)
print("600 K decay; exponential has the same half-time:")
for multiple in (0.25, 0.5, 1, 2, 4, 8):
    t = multiple * t_half
    left = survival(t, T_REF, sites)
    h = apparent_rate(t, T_REF, sites)[0]
    peak = E0 + kt * lambertw(s_ref**2 * kbar * t).real
    print(f"  t/t50 = {multiple:.2f}, t = {t:.4e} s: S = {left:.5f}, "
          f"exponential = {0.5**multiple:.5f}")
    print(f"    apparent rate = {h:.4e} 1/s, E* = {peak:.4f} eV, "
          f"Lambert S = {lambert_survival(kbar * t, s_ref):.5f}")
print(f"largest Lambert error, tau 0.001 to 1000, 600 K = "
      f"{100 * lambert_error:.2f} %")
print(f"rate-equation population, largest difference in S = {ode_error:.1e}")
print(f"two-level test: gap = {gap:.2f} eV, upper fraction = {upper:.2f}, "
      f"third cumulant = {skewed[2]:.4f}")
print(f"energy versus prefactor spread at 550 K, largest difference in S = "
      f"{model_gap:.5f}")
print("done: every assertion held")
```

Running it gives:

```
mean barrier E0 = 1.50 eV, spread sigma = 0.050 eV
k0 = 1.0e-09 cm^3/s, H2 concentration = 1.0e+18 cm^-3
k0*c = 1.000e+09 1/s
T = 550 K: kT = 0.04740 eV, s = 1.0550, kbar = 1.7995e-05 1/s
  t50 = 3.5179e+04 s, t90 = 2.3024e+05 s, t90/t50 = 6.545
  ln(t/1 s): mean 10.3482, variance 2.7579, third cumulant -2.4041
T = 600 K: kT = 0.05170 eV, s = 0.9670, kbar = 2.5151e-04 1/s
  t50 = 2.5380e+03 s, t90 = 1.5213e+04 s, t90/t50 = 5.994
  ln(t/1 s): mean 7.7108, variance 2.5801, third cumulant -2.4041
T = 650 K: kT = 0.05601 eV, s = 0.8927, kbar = 2.3428e-03 1/s
  t50 = 2.7449e+02 s, t90 = 1.5308e+03 s, t90/t50 = 5.577
  ln(t/1 s): mean 5.4792, variance 2.4418, third cumulant -2.4041
exponential decay: t90/t50 = 3.322
pi^2/6 = 1.6449, -2 zeta(3) = -2.4041
recovered E0 = 1.50000 eV, sigma = 0.05000 eV
recovered variance intercept = 1.6449
initial rate at 600 K = 4.0144e-04 1/s, ratio to kbar = 1.5961
activation energy of initial rate at 600 K = 1.4516 eV
600 K decay; exponential has the same half-time:
  t/t50 = 0.25, t = 6.3449e+02 s: S = 0.80229, exponential = 0.84090
    apparent rate = 3.0756e-04 1/s, E* = 1.5068 eV, Lambert S = 0.81003
  t/t50 = 0.50, t = 1.2690e+03 s: S = 0.67077, exponential = 0.70711
    apparent rate = 2.6073e-04 1/s, E* = 1.5122 eV, Lambert S = 0.67862
  t/t50 = 1.00, t = 2.5380e+03 s: S = 0.50000, exponential = 0.50000
    apparent rate = 2.0795e-04 1/s, E* = 1.5207 eV, Lambert S = 0.50576
  t/t50 = 2.00, t = 5.0759e+03 s: S = 0.31776, exponential = 0.25000
    apparent rate = 1.5592e-04 1/s, E* = 1.5328 eV, Lambert S = 0.32061
  t/t50 = 4.00, t = 1.0152e+04 s: S = 0.16439, exponential = 0.06250
    apparent rate = 1.1038e-04 1/s, E* = 1.5484 eV, Lambert S = 0.16527
  t/t50 = 8.00, t = 2.0304e+04 s: S = 0.06630, exponential = 0.00391
    apparent rate = 7.4319e-05 1/s, E* = 1.5672 eV, Lambert S = 0.06641
largest Lambert error, tau 0.001 to 1000, 600 K = 1.19 %
rate-equation population, largest difference in S = 4.4e-06
two-level test: gap = 0.15 eV, upper fraction = 0.20, third cumulant = -0.0600
energy versus prefactor spread at 550 K, largest difference in S = 0.01058
done: every assertion held
```
